# Helium C6, C8 and C10 from correlated pseudostates, compared with TDHF

**Question**

I want the dispersion coefficients $C_6$, $C_8$ and $C_{10}$ for two ground-state helium atoms. The sum over excited states includes the continuum, and I have been told to replace it by "correlated pseudostates" from a basis containing $r_{12}$. I am stuck on three points. Where do the numerical factors in front of the sums come from? How do I build two-electron P, D and F states without drowning in angular algebra? And how far off is $C_6$ if I use time-dependent Hartree-Fock (TDHF) instead?

**Answer**

I use atomic units, fixed nuclei of infinite mass and the non-relativistic Hamiltonian. The separation $R$ is large enough to neglect charge overlap, but small enough to neglect the travel time of light. The interaction energy then has the asymptotic expansion
$$E(R)=-\frac{C_6}{R^6}-\frac{C_8}{R^8}-\frac{C_{10}}{R^{10}}-\dots$$

**1. The numerical factors**

Let an electron of atom A be at $\mathbf r$ from its nucleus, one of atom B at $\mathbf s$ from its own, and let $\mathbf R$ lie along $z$. For $|\mathbf r-\mathbf s|<R$,
$$\frac1{|\mathbf R+\mathbf s-\mathbf r|}=\sum_\Lambda \frac{|\mathbf r-\mathbf s|^\Lambda P_\Lambda}{R^{\Lambda+1}} .$$
To separate $\mathbf r$ from $\mathbf s$, take $\mathbf n_\phi=(i\cos\phi,\,i\sin\phi,\,1)$, for which $\mathbf n_\phi\cdot\mathbf n_\phi=0$. Powers of $\mathbf n_\phi\cdot\mathbf x$ are therefore harmonic. Their average over $\phi$ is axially symmetric and equals $z^\Lambda$ on the axis, so
$$|\mathbf x|^\Lambda P_\Lambda=\frac1{2\pi}\int_0^{2\pi}(\mathbf n_\phi\cdot\mathbf x)^\Lambda d\phi .$$
Put $\mathbf x=\mathbf r-\mathbf s$ and expand. The term with $l$ powers of $\mathbf r$ and $k=\Lambda-l$ powers of $\mathbf s$ is
$$(-1)^k\binom{\Lambda}{l}\frac1{2\pi}\int_0^{2\pi}(\mathbf n_\phi\cdot\mathbf r)^l(\mathbf n_\phi\cdot\mathbf s)^k d\phi .$$

The Fourier component $m$ of $(\mathbf n_\phi\cdot\mathbf r)^l$ is proportional to $r^lC_{lm}$, where $C_{lm}$ is a spherical harmonic with angular mean square $1/(2l+1)$. The size of the factor follows from an average over directions $\hat{\mathbf r}$. By rotational invariance, $\langle(\mathbf n_\phi\cdot\hat{\mathbf r})^l(\mathbf n_{\phi'}^*\cdot\hat{\mathbf r})^l\rangle$ is proportional to $(\mathbf n_\phi\cdot\mathbf n^*_{\phi'})^l=(1+\cos\delta)^l$, with $\delta=\phi-\phi'$. At $\delta=0$ it is
$$\langle\sin^{2l}\theta\rangle=\frac{2^{2l}(l!)^2}{(2l+1)!}.$$
Since $(1+\cos\delta)/2=\cos^2(\delta/2)$, the average is
$$\frac{2^{2l}(l!)^2}{(2l+1)!}\cos^{2l}\frac\delta2=\frac{(l!)^2}{(2l+1)!}\sum_m\binom{2l}{l+m}e^{im\delta}.$$
Component $m$ thus has mean square $(l!)^2/[(2l+1)(l+m)!(l-m)!]$, and its factor has modulus $l!/\sqrt{(l+m)!(l-m)!}$.

The $\phi$ integral pairs $m$ on A with $-m$ on B. Multiplying the two factors by $\binom{\Lambda}{l}=\Lambda!/(l!\,k!)$ gives a coupling $A_m$ with
$$|A_m|^2=\frac{(\Lambda!)^2}{(l+m)!(l-m)!(k+m)!(k-m)!}=\binom{\Lambda}{l+m}\binom{\Lambda}{l-m}.$$
Vandermonde's identity then gives
$$\sum_m|A_m|^2=\binom{2l+2k}{2l}\equiv B_{lk}.$$

Define $Q_L=\sum_i r_i^LP_L(\cos\theta_i)$, $S_n=|\langle n|Q_L|0\rangle|^2$ and $\omega_n=E_n-E_0$. The atoms are neutral and spherical, so first order vanishes and second order requires both to be excited. Different $(l,k,m)$ reach different states and do not interfere, and $S_n$ is the same for every $m$. Hence each pair $(l,k)$ contributes $-D_{lk}/R^{2l+2k+2}$, with
$$D_{lk}=B_{lk}\sum_{n,n'}\frac{S_n^{(l)}S_{n'}^{(k)}}{\omega_n+\omega_{n'}} .$$
Collecting powers of $R$,
$$C_6=D_{11},\qquad C_8=2D_{12},\qquad C_{10}=2D_{13}+D_{22},$$
with $B_{11}=6$, $B_{12}=15$, $B_{13}=28$ and $B_{22}=70$. Third order does not interfere: three dipole operators on one atom vanish by parity, and the first allowed combination falls as $R^{-11}$. Fourth order starts at $R^{-12}$.

The same sums can be written with $\alpha_L(i\omega)=\sum_n2\omega_nS_n/(\omega_n^2+\omega^2)$. Because
$$\int_0^\infty\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{\pi}{2ab(a+b)},$$
we have $D_{lk}=(B_{lk}/2\pi)\int_0^\infty\alpha_l(i\omega)\alpha_k(i\omega)\,d\omega$.

**2. P, D and F states with little angular algebra**

Let $u_j=x_j+iy_j=\mathbf n\cdot\mathbf r_j$ with $\mathbf n=(1,i,0)$, and use the singlet functions
$$(1+P_{12})\,f(r_1,r_2,r_{12})\,u_1^a u_2^b,\qquad a+b=L .$$
The factor $f$ is rotationally invariant and each $u_j$ has the highest projection of a vector. The product therefore has angular momentum $L$, projection $M=L$ and parity $(-1)^L$. Acting on the ground state, $Q_L$ produces the same $L$ and parity with $M=0$; since $S_n$ is the same for every projection, $M=L$ can be used instead.

Write $c=r_{12}$ and denote derivatives of $f$ by subscripts. Then
$$\nabla_1f=f_1\frac{\mathbf r_1}{r_1}+f_c\frac{\mathbf r_1-\mathbf r_2}{c},\qquad \nabla_1u_1^a=a\,u_1^{a-1}\mathbf n .$$
Since $\mathbf n\cdot\mathbf n=0$, $u_1^a$ is harmonic, and the product rule leaves $2\nabla_1f\cdot\nabla_1u_1^a$ as the extra term. With $\mathbf n\cdot(\mathbf r_1-\mathbf r_2)=u_1-u_2$,
$$\nabla_1^2(fu_1^au_2^b)=u_1^au_2^b\left[\nabla_1^2f+2a\left(\frac{f_1}{r_1}+\frac{f_c}{c}\right)\right]-2a\frac{f_c}{c}\,u_1^{a-1}u_2^{b+1},$$
where
$$\nabla_1^2f=f_{11}+\frac{2f_1}{r_1}+f_{cc}+\frac{2f_c}{c}+\frac{r_1^2+c^2-r_2^2}{r_1c}f_{1c}.$$
Exchanging labels gives electron 2. The Hamiltonian
$$H=-\tfrac12(\nabla_1^2+\nabla_2^2)-\frac2{r_1}-\frac2{r_2}+\frac1c$$
thus mixes only factors with the same $a+b$.

For $f$ take a polynomial times $e^{-\beta(r_1+r_2)}$. After averaging over orientations, the angular factors become polynomials in $r_1^2$, $r_2^2$ and $\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-c^2)/2$. The remaining volume element is proportional to $r_1r_2c\,dr_1dr_2dc$, which cancels every denominator in $H$. Now set
$$p=-r_1+r_2+c,\quad q=r_1-r_2+c,\quad t=r_1+r_2-c .$$
Each runs independently from 0 to $\infty$, and $2\beta(r_1+r_2)=\beta(p+q)+2\beta t$. All integrands are polynomials times decaying exponentials, so Gauss-Laguerre quadrature with enough points is exact apart from rounding.

Solve $H\mathbf v=E\,\mathsf S\mathbf v$, with $\mathsf S$ the overlap matrix, for $L=0$ to 3. For $M=L$ the multipole operator is, up to a sign,
$$Q_{LL}=\frac{\sqrt{(2L)!}}{2^LL!}(u_1^L+u_2^L).$$
Its prefactor follows from the average of $\sin^{2L}\theta$ above and the required mean square $1/(2L+1)$.

The eigenvectors for $L\ge1$ are the pseudostates. Individually they need not be physical levels. Together they represent the static response to $Q_L$ and the response at imaginary frequencies, including the continuum part, and the dispersion sums need nothing more. They do not give the smooth response at real frequencies above the ionization threshold. In the largest basis, pseudostates above the ionization energy of 0.9037 hartree supply about 45% of the static dipole polarizability. This figure depends on the basis, because pseudostates near that energy, on either side of it, can mix bound and continuum parts. When the Rydberg levels are resolved with diffuse functions and their series is summed, the continuum share is about 53%, so the continuum cannot be dropped.

**3. Numbers for helium**

With $\beta=1.8$ and increasing total polynomial degree:

| Degree | $C_6$ | $C_8$ | $C_{10}$ |
|---|---:|---:|---:|
| 5 | 1.4609 | 14.108 | 182.89 |
| 7 | 1.4610 | 14.118 | 183.64 |
| 9 | 1.4610 | 14.118 | 183.70 |

Thus
$$C_6=1.461,\qquad C_8=14.12,\qquad C_{10}=183.7 .$$
In other units $C_6=0.873\ \mathrm{eV\,Å^6}$. The last coefficient is
$$C_{10}=2D_{13}+D_{22}=119.6+64.1=183.7 .$$
It converges most slowly of the three. At degree 7, changing $\beta$ to 2.1 gives 183.55 instead of 183.64, while $C_6$ still rounds to 1.461.

A useful check on the ground function is the energy-weighted sum. For exact states,
$$\sum_n2\omega_nS_n=\langle[Q_L,[H,Q_L]]\rangle=\Big\langle\sum_i|\nabla_iQ_L|^2\Big\rangle .$$
For $g=r^LP_L$, harmonicity gives $|\nabla g|^2=\tfrac12\nabla^2g^2$. The angular mean of $g^2$ is $r^{2L}/(2L+1)$, and $\nabla^2r^{2L}=2L(2L+1)r^{2L-2}$, so the mean of $|\nabla g|^2$ is $Lr^{2L-2}$. Two electrons give $2L\langle r^{2L-2}\rangle$. For $L=3$ the two sides are 23.844 and 23.842; for $L=1$ both are 2.000.

At $R=10$ bohr the three terms are
$$-1.4610-0.1412-0.0184\approx-1.6205\ \text{microhartree}.$$
The total was summed before rounding, so its last digit differs by one from the sum of the printed terms. It is the sum of these three terms only: the omitted second-order $R^{-12}$ term is about $-0.003$ microhartree at this distance. At shorter range the higher terms grow relative to the first, and charge overlap eventually makes the expansion useless. Even at large $R$ the full series does not converge, because the electron densities have tails beyond the region $|\mathbf r-\mathbf s|<R$ where the Coulomb expansion holds. One therefore keeps only the first few terms, while they still decrease. At very large $R$, when light takes a time comparable with $1/\omega_n$ to cross the gap, retardation changes the law.

**4. What TDHF gives**

Both electrons occupy one orbital $\varphi$. Let $h$ be the one-electron Hamiltonian, $J$ the Coulomb potential of one electron in $\varphi$, and $\varepsilon$ the orbital energy. The mean-field Hamiltonian of either electron is $h+J$. Write the driven orbital as $e^{-i\varepsilon t}(\varphi+x+iy)$, with $x$ and $y$ real, and apply $g(t)Q_L$. To first order the density change also alters $J$, giving
$$\dot x=My,\qquad -\dot y=(M+2K)x+g\,q,$$
where $M=h+J-\varepsilon$, $q=Q_L\varphi$ with $Q_L$ acting on one electron, and $(Kx)(\mathbf r)=\varphi(\mathbf r)\int\varphi(\mathbf r')x(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. Eliminating $y$,
$$\ddot x=-M(M+2K)x-g\,Mq .$$
For $g$ oscillating at frequency $\omega$, $x=-g[M(M+2K)-\omega^2]^{-1}Mq$. The induced multipole is $4\langle q|x\rangle$: two electrons, and two equal cross terms in the density. Since the perturbation is $+gQ_L$, $\alpha_L$ is minus this multipole divided by $g$. Let $z_n$ be the normalized eigenvectors of $M^{1/2}(M+2K)M^{1/2}$, with eigenvalues $\omega_n^2$. Then
$$\alpha_L(\omega)=\sum_n\frac{4\langle z_n|M^{1/2}q\rangle^2}{\omega_n^2-\omega^2},\qquad S_n=\frac{2\langle z_n|M^{1/2}q\rangle^2}{\omega_n}.$$
These $\omega_n$ and $S_n$ go into the same formula for $D_{lk}$.

The result is $C_6^{\rm TDHF}=1.376$. TDHF is 5.8% below the correlated $C_6$; for $C_8$ and $C_{10}$ the deficits are 6.6% and about 7.5%. The octupole response needs a diffuse basis: the Gaussian basis used here gives $C_{10}^{\rm TDHF}=169.6$, while the converged value is 169.8.

To see how the $C_6$ error is made up, define a mean energy $W$ by $C_6=\tfrac34\alpha_1(0)^2W$. For a single transition $S=\alpha_1\omega/2$, so $6S^2/(2\omega)=\tfrac34\alpha_1^2\omega$ and $W$ is its frequency. The values are

- correlated: $\alpha_1(0)=1.3832$, $W=1.018$ hartree;
- TDHF: $\alpha_1(0)=1.3222$, $W=1.049$ hartree.

The ratio of TDHF to correlated $C_6$ is therefore
$$\underbrace{0.9138}_{\alpha_1^2}\times\underbrace{1.0304}_{W}=0.9416 .$$
The low polarizability alone would reduce $C_6$ by 8.6%; the higher mean energy restores part of that.

The numerical check also tests the factors $B_{lk}$ against a direct expansion of the Coulomb interaction, the pseudostate method against exact hydrogen polarizabilities, and the TDHF frequencies of the dipole calculation against separately assembled response matrices.

## Table of computed values

```
All values in atomic units unless another unit is given
basis exponent scale = 1.8 1/bohr
degree 5: E0 = -2.90371622 hartree, C6 = 1.460928, C8 = 14.10766, C10 = 182.8885
degree 7: E0 = -2.90372300 hartree, C6 = 1.460987, C8 = 14.11775, C10 = 183.6400
degree 9: E0 = -2.90372405 hartree, C6 = 1.460981, C8 = 14.11798, C10 = 183.7021
degree 7, scale 2.1: C6 = 1.460964, C8 = 14.11627, C10 = 183.5517
number of pseudostates L=1,2,3: 220 345 440
L=1: static polarizability correlated 1.38319, TDHF 1.32225
L=1: energy-weighted sum 2.000001, ground-state value 2.000000
L=2: static polarizability correlated 2.44510, TDHF 2.32563
L=2: energy-weighted sum 4.773992, ground-state value 4.773936
L=3: static polarizability correlated 10.62088, TDHF 9.97686
L=3: energy-weighted sum 23.843892, ground-state value 23.841589
C10 parts: dipole-octupole 119.5650, quadrupole-quadrupole 64.1370
frequency integrals C6, C8, C10: 1.460981, 14.11798, 183.7021
ionization energy = 0.903724 hartree
lowest dipole pseudostate: w = 0.78059 hartree, oscillator strength = 0.2869
share of dipole polarizability above ionization = 44.9 %
share of C6 with both atoms above ionization = 26.4 %
full CI aug-cc-pVQZ: E = -2.902534 hartree, dipole polarizability = 1.3851
Hartree-Fock energy = -2.861679 hartree
finite-field Hartree-Fock polarizability = 1.32226
TDHF: C6 = 1.37567, C8 = 13.1841, C10 = 169.590
TDHF minus correlated, C6, C8, C10: -5.84 %, -6.62 %, -7.68 %
mean energy W: correlated 1.01816, TDHF 1.04911 hartree
TDHF/correlated ratios: alpha^2 0.91383, W 1.03040, C6 0.94160
R = 10 bohr: C6, C8, C10 terms = -1.4610, -0.1412, -0.0184 microhartree
sum of the three terms = -1.6205 microhartree
correlated C6 = 0.8730 eV angstrom^6
```
